# Young modulus of a solid with dilute spherical pores, part 2

We seek the Young modulus $E_{\rm eff}$ of a porous body to first order in its porosity $p$, the pore volume divided by the total volume. The solid between the pores, the matrix, is isotropic and linearly elastic, with Young modulus $E$, Poisson ratio $\nu$, shear modulus $G$ and bulk modulus $K$. The pores are spheres with traction-free walls. Strains are small, tension is positive, and repeated indices are summed.

Simply removing the pore volume gives $(1-p)E$, which is only an upper limit. It follows from the energy principle: among displacements with the same values on the outer surface, the true one has the least energy.

Under the uniform applied stress $\sigma^0$, the mean strain of the body is

$$\bar\varepsilon=S:\sigma^0+p\,\varepsilon^{\rm pore}, \tag{1}$$

where $S$ is the matrix compliance and $\varepsilon^{\rm pore}$ the mean pore strain. A wall displacement $M_{ij}x_j$, with $M$ symmetric, means a pore strain $M_{ij}$. The dilute step, so far assumed, treats each pore as alone in an infinite matrix under $\sigma^0$.

For a uniaxial stress $s$ along $z$, the remote strain has a mean part $e_0=(1-2\nu)s/(3E)$ in each direction and a traceless deviator $e_{ij}$, with $e_{zz}=2(1+\nu)s/(3E)$ and $e_{xx}=e_{yy}=-e_{zz}/2$. The pore magnifies the mean part by $c_K=3(1-\nu)/[2(1-2\nu)]$.

The displacement $u_i$ obeys Hooke's law and the Navier equation,

$$\sigma_{ij}=\lambda\delta_{ij}\,\partial_ku_k+G(\partial_iu_j+\partial_ju_i),\qquad \lambda=\frac{2G\nu}{1-2\nu},$$

$$k\,\partial_i(\partial_ku_k)+\nabla^2u_i=0,\qquad k=\frac1{1-2\nu}. \tag{2}$$

With $x_i$ measured from the pore centre and the pore radius as unit of length, the wall is at $r=1$. For the deviator, $u_i=f(r)\,y_i+g(r)\,x_i\Phi$, with $y_i=e_{ij}x_j$, $\Phi=x_iy_i$ and

$$f=1+\frac{2(1-2\nu)A}{r^3}+\frac{2B}{r^5},\qquad g=\frac{3A}{r^5}-\frac{5B}{r^7}. \tag{5}$$

Its divergence is $D\Phi$, with $D=f'/r+rg'+5g$. The free wall must fix the constants $A$ and $B$.

Q. Two constants, but the traction on the wall is a vector at every point of a sphere. Can two numbers make it vanish everywhere?

A. Yes, because the traction is again a combination of $y_i$ and $x_i\Phi$. At $r=1$ the normal is $n_i=x_i$, and Hooke's law gives

$$t_i=\lambda x_iD\Phi+G\left(x_j\partial_ju_i+x_j\partial_iu_j\right).$$

The first derivative term is $r\,\partial u_i/\partial r$, which at $r=1$ equals $(f'+f)y_i+(g'+3g)x_i\Phi$. For the second, write $x_j\partial_iu_j=\partial_i(x_ju_j)-u_i$ with $x_ju_j=(f+r^2g)\Phi$. At $r=1$ this gives

$$x_j\partial_iu_j=(f+2g)\,y_i+(f'+g'+g)\,x_i\Phi .$$

With $\lambda/G=2\nu/(1-2\nu)$, the two conditions at $r=1$ are

$$f'+2f+2g=0,\qquad \frac{2\nu}{1-2\nu}D+f'+2g'+4g=0. \tag{6}$$

Now abbreviate $m=1-2\nu$. From (5), at the wall,

$$f=1+2mA+2B,\quad f'=-6mA-10B,\quad g=3A-5B,\quad g'=-15A+35B .$$

The first condition becomes $2+(6-2m)A-16B=0$. Since $6-2m=4+4\nu$, division by 2 gives

$$1+2(1+\nu)A=8B .$$

In $D$ the terms in $B$ add to $-10+35-25=0$, and $-15A+15A$ cancels, which leaves $D=-6mA$. The first term of the second condition is thus $-12\nu A$. The others add to $-6mA-18A+40B=-24A+12\nu A+40B$. The terms with $\nu$ cancel, so $3A=5B$. Inserting $B=3A/5$ in the first condition,

$$1=\left[\frac{24}5-2(1+\nu)\right]A=\frac{14-10\nu}5A,\qquad A=\frac5{2(7-5\nu)},\quad B=\frac3{2(7-5\nu)} .$$

Q. And the pore strain? I suppose that now requires a surface integral of a complicated field.

A. It does not, because $g(1)=3A-5B=0$. The wall displacement is simply $f(1)\,e_{ij}x_j$, so the sphere becomes an ellipsoid and the pore strain is $c_Ge_{ij}$ with

$$c_G=f(1)=1+\frac{10(1-2\nu)+6}{2(7-5\nu)}=\frac{7-5\nu+8-10\nu}{7-5\nu}=\frac{15(1-\nu)}{7-5\nu}. \tag{7}$$

The complete field, mean part included, was also put into the Navier equation and the free-wall condition symbolically, with $\nu$ left general, at two points for each. Both were satisfied.

Q. Then give me the modulus.

A. The axial pore strain is $c_Ke_0+c_Ge_{zz}$. Measured in units of $s/E$, this is

$$c=\frac{1-2\nu}3\,\frac{3(1-\nu)}{2(1-2\nu)}+\frac{2(1+\nu)}3\,\frac{15(1-\nu)}{7-5\nu}
=(1-\nu)\left[\frac12+\frac{10(1+\nu)}{7-5\nu}\right].$$

Over a common denominator the bracket is $(7-5\nu+20+20\nu)/[2(7-5\nu)]=(27+15\nu)/[2(7-5\nu)]$, so

$$c=\frac{3(1-\nu)(9+5\nu)}{2(7-5\nu)} .$$

The axial component of (1) reads $s/E_{\rm eff}=(s/E)(1+cp)$ to first order, and inversion to the same order gives

$$\frac{E_{\rm eff}}E=1-\frac{3(1-\nu)(9+5\nu)}{2(7-5\nu)}\,p+o(p). \tag{8}$$

Q. How much does the Poisson ratio matter?

A. Very little for ordinary solids. The values are $c=27/14\approx1.93$ at $\nu=0$, $c=2$ at $\nu=1/5$, and $c=23/12\approx1.92$ at $\nu=1/2$. Setting the derivative to zero gives $25\nu^2-70\nu+17=0$, whose root in this range is $\nu\approx0.269$, where $c\approx2.006$. So for $0\le\nu\le1/2$ the modulus falls by about twice the porosity. Your first estimate counted the missing material. The relaxation around the pores costs about as much again.

Q. Does the Poisson ratio of the film change too? A film on a substrate is stressed in two directions, so I would need it.

A. It does, and the same pore strains give it. The lateral pore strain, in units of $s/E$, is $\tau=(1-\nu)/2-5(1-\nu^2)/(7-5\nu)$. The ratio of lateral contraction to axial extension is therefore $(\nu-p\tau)/(1+cp)\approx\nu-p(\tau+c\nu)$. Collecting terms,

$$\tau+c\nu=\frac{(1-\nu)(15\nu^2+12\nu-3)}{2(7-5\nu)},\qquad
\nu_{\rm eff}=\nu-\frac{3(1-\nu^2)(5\nu-1)}{2(7-5\nu)}\,p .$$

To this order, pores move the Poisson ratio towards $1/5$ from either side.

Q. You still owe me the dilute step. Show me a material in which the neighbours really become harmless.

A. Take hollow spheres, each with a concentric pore that fills the fraction $p$ of its volume. Fill space with them, using ever smaller ones for the gaps. A pore of radius 1 then sits in a sphere of radius $R=p^{-1/3}$, and no other pore enters that sphere. The modulus of this material can be bounded from both sides.

For the upper bound, give the edge of every sphere the same linear displacement. The pieces fit together, so this is a permitted trial in the energy principle of the first half, and its energy cannot be too low. The lateral strain is chosen to make the energy least.

For the lower bound, load the edge of every sphere with the traction of the uniform applied stress. The tractions balance between neighbours. Any stress field that is in equilibrium with the applied load differs from the true one by a field $\tau_{ij}$ with no divergence and no surface traction. The cross term $\int\tau_{ij}\partial_ju_i\,dV$ then vanishes, and the trial stores at least as much energy as the true field. At fixed load the stored energy is proportional to $1/E_{\rm eff}$, so the trial modulus cannot be too high.

Q. Both bounds still require the field in a finite hollow sphere, and (5) is for an infinite matrix.

A. The difference is of higher order. At the edge the disturbance from the pore has stresses of order $s/R^3=sp$. Restoring the edge condition takes a correcting field whose stress is of order $sp$ throughout the sphere, and the pore responds to it in proportion. The pore strain thus changes by a relative amount of order $p$, and the mean strain by order $p^2$. This holds for both edge conditions, so both bounds start with the slope $-c$, and the modulus between them must do the same. For this material the dilute step is established.

The slopes were also computed by minimising the energy of a hollow sphere numerically, without using (5), and extrapolating to $p=0$. For $\nu=-0.3,\,0,\,0.2,\,0.35$ and $0.45$, both agreed with the formula to better than one part in a thousand. At $\nu=0.45$, for example, the formula gives 1.9539 and the two edge conditions give 1.9540 and 1.9539.

Q. Put in numbers for a film that someone might make.

A. Take a lightly porous organosilicate glass, with rough typical values: $E=12$ GPa, $\nu=0.25$, $p=0.08$, pore radius 1 nm and film thickness 200 nm. Then

$$c=\frac{3(0.75)(10.25)}{2(5.75)}=2.005,\qquad cp=0.160,\qquad E_{\rm eff}\approx12\,(1-0.160)=10.1\ {\rm GPa}.$$

Of the coefficient, 1.630 comes from the change of shape and 0.375 from the change of volume. Under a uniaxial stress of 50 MPa the dense glass would stretch by $4.17\times10^{-3}$. To first order the pores add $0.67\times10^{-3}$. An isolated pore stretches by $8.36\times10^{-3}$, twice as much as the glass.

Q. Is eight percent dilute? How far apart are those pores?

A. The inverse cube root of their number density is 3.7 nm, and their diameter is 2 nm. That is hardly "far apart", so the error has to be estimated. For the hollow-sphere material with $\nu=0.25$, the computed bounds on $E_{\rm eff}/E$ are:

| $p$ | linear law | lower bound | upper bound |
|---|---|---|---|
| 0.01 | 0.980 | 0.980 | 0.980 |
| 0.08 | 0.840 | 0.833 | 0.858 |
| 0.25 | 0.499 | 0.515 | 0.625 |

At $p=0.08$ the modulus of this material lies between 10.0 and 10.3 GPa. Relative to the true value, the linear law is at most about 1% too high or 2% too low. At $p=0.25$ it lies below the lower bound: it is too low by at least 3% and at most 20%.

Q. If the compliance is what grows as $1+cp$, why not keep $1/(1+cp)$ and avoid the second expansion?

A. The two forms agree to first order, and nothing in the derivation prefers one beyond that. At $p=0.08$ the second form gives $1/1.160=0.862$, which is above the upper bound, so for this material it is certainly too high. The linear law, 0.840, lies between the bounds. These bounds do not show which of the two is closer to the true value. The Hashin-Shtrikman upper bound for an isotropic solid with empty pores, quoted here without derivation, is tighter: 0.852 at $p=0.08$ and 0.599 at $p=0.25$. It still leaves the question open, narrowly, since the midpoint of the two forms at $p=0.08$ is 0.851. Equation (1) shows what the second form misses. The mean axial pore strain, in units of $s/E$, is $(E/E_{\rm eff}-1)/p$. The bounds place it between 2.06 and 2.50, while an isolated pore has 2.005. Interaction makes the pores stretch more, and the form $1/(1+cp)$ leaves that out.

Q. A pore of 1 nm radius is only about seven atoms across. Can its wall really be treated as having no stiffness?

A. That is uncertain. Suppose the wall resists changes of its area with a modulus of 1 N/m, a value assumed here to set the scale. It is to be compared with $E$ times the radius, which is 12 N/m, so the ratio is 0.083. With the corresponding wall energy included, the numerical minimisation gives $c=1.79$ in place of 2.005, and the example gains 0.21 GPa. This wall resists only changes of area. A solid wall also resists shear in its own plane, and that matters more: adding a surface shear modulus of 0.5 N/m gives $c=1.47$ and a gain of 0.51 GPa. The gain also depends on the positive sign assumed for the wall modulus. The elastic constants of a surface can also be negative, and the wall then lowers the stiffness. The pore radius now matters, since the ratio grows as the pore shrinks. Surface tension already present in the unloaded wall is not included.

Q. And if the pores are not spheres?

A. Flattened pores in random directions cost more stiffness. For oblate pores in random directions, the dilute coefficient was computed from an angular integral of the elastic Green operator. For spheres, that integral reproduced $c_K$, $c_G$ and $c$ at the five Poisson ratios above to within one part in $10^9$. With the short axis half the long one, $c=2.16$ and the example loses 0.15 GPa. With a ratio of one quarter, $c=2.82$ and the loss is 0.78 GPa. If the pores are aligned, the effect depends on the direction of the load. For pores flattened parallel to the film with the short axis half the long one, $c=1.62$ in the plane, less than for spheres, and $c=3.20$ along the normal. Porosity alone therefore does not fix the modulus. Nearness to the film faces concerns few pores here: the layers within two radii of a face make up 2% of the thickness.

Q. Would you then use (8) for a real porous low-k film?

A. For a lightly porous one whose pores are mostly separate, as an estimate. Low porosity alone does not ensure separation. If equal spheres had their centres placed independently at random, a fraction $1-(1-p)^8$ of them would overlap another, which is 49% at $p=0.08$. If the porosity is some tens of percent and the pores connect, both dilution and the spherical shape fail. At $p=0.25$ the linear law is already 3 to 20% too low in the hollow-sphere material, and connected pores are outside the model. The matrix is a further concern. $E$ and $\nu$ belong to the solid between the pores, and if the process that makes the pores also changes the bonding of the glass, the modulus of a dense reference film is the wrong input. An error in $E$ passes in full proportion into $E_{\rm eff}$. For the example, the assumed wall stiffness raises the modulus by 0.2 to 0.5 GPa if it is positive. Flattening to half lowers it by 0.15 GPa for random orientation; for aligned pores it raises it by about 0.4 GPa in the plane and lowers it by about 1.1 GPa along the normal. About 10 GPa is therefore as precise a statement as the model supports. The further digits given above serve only to compare the terms with each other.

## Computed values

```
Coefficient c: formula, traction edge, linear edge (no unit)
  v = -0.30: 1.7206  1.7206  1.7206
  v =  0.00: 1.9286  1.9286  1.9286
  v =  0.20: 2.0000  2.0000  2.0000
  v =  0.35: 1.9964  1.9964  1.9964
  v =  0.45: 1.9539  1.9540  1.9539
Largest c for v in 0..0.5: 2.0059 at v = 0.269
Smallest c for v in 0..0.5: 1.9167
Example inputs (rough typical values)
  matrix Young modulus: 12.0 GPa, Poisson ratio: 0.25
  porosity: 0.08, pore radius: 1.0 nm
  film thickness: 200 nm, stress: 50 MPa
  matrix shear modulus: 4.800 GPa
  matrix bulk modulus: 8.000 GPa
  cK = 2.2500, cG = 1.9565, c = 2.0054
  shear share of c: 1.6304
  bulk share of c: 0.3750
  fractional drop c*p: 0.1604
  porous Young modulus, linear law: 10.075 GPa
  uniaxial strain, dense: 4.167 e-3
  added strain, first order: 0.668 e-3
  axial strain of an isolated pore: 8.356 e-3
  mean pore spacing (density^-1/3): 3.74 nm
Pore interaction: E_eff/E of the hollow-sphere material
  p = 0.01: linear 0.9799, lower 0.9797, upper 0.9803
  p = 0.08: linear 0.8396, lower 0.8333, upper 0.8583
    in GPa: lower 9.999, upper 10.300
  p = 0.25: linear 0.4986, lower 0.5148, upper 0.6251
Other neglected effects
  assumed wall area modulus: 1.0 N/m
  wall modulus/(E*radius): 0.0833
  c with stiff wall: 1.7860
  change of porous modulus: +0.211 GPa
  oblate pores, aspect 0.50: c = 2.1623, change -0.151 GPa
  oblate pores, aspect 0.25: c = 2.8213, change -0.783 GPa
  film share within 2 radii of a face: 2.0 %
```
